\section*{Optimum spacing of periodic channel cracks in a shear-lag film}

\section{What fixes the form of the answer}

A thin film of thickness $h$ and plane-strain modulus $E'$ lies on a compliant layer, which is bonded to a rigid base. The film carries a uniform tensile stress $\sigma_0$. Parallel cracks cut through its full thickness at a spacing $L$. We seek the $L$ of lowest total energy.

Let $x$ run along the film, across the cracks, and let $u(x)$ be the film displacement measured from the uncracked state. In the shear-lag model the layer pulls back on the film with a shear traction $ku$. For a layer of thickness $t$ and shear modulus $\mu$ in simple shear, $k=\mu/t$. All energies below are per unit length along the cracks. Creating a crack costs $\Gamma h$, where $\Gamma$ is the energy per unit area of crack plane, both faces included.

The energy contains the stretching stiffness $A=E'h$, the stiffness $k$, the initial strain $\epsilon_0=\sigma_0/E'$ and the cost $\Gamma h$. The first two form one length,
\begin{equation}
\ell=\sqrt{\frac{E'h}{k}} .
\end{equation}
Because the elasticity is linear, $u$ is proportional to $\epsilon_0$ and the elastic energy to $\epsilon_0^2$. The strain and the toughness can therefore enter the optimum only through the ratio of $\Gamma h$ to $A\epsilon_0^2\ell$. Define
\begin{equation}
G_0=\frac{\sigma_0^2\ell}{E'},\qquad g=\frac{\Gamma}{G_0}.
\end{equation}
Since $A\epsilon_0^2\ell=G_0h$, the answer must have the form $L/\ell=\phi(g)$.

The power law for small $g$ follows from a simple estimate. When cracks are cheap they lie close together, and the film between them contracts almost freely: $u\simeq-\epsilon_0x$, with $x$ measured from the middle of a segment. What remains is the energy of the sheared layer,
\begin{equation}
\int_{-L/2}^{L/2}\tfrac12k\epsilon_0^2x^2\,dx=\frac{k\epsilon_0^2L^3}{24}.
\end{equation}
Per unit film length the cost is $\Gamma h/L+k\epsilon_0^2L^2/24$. Setting its derivative to zero gives
\begin{equation}
L^3=\frac{12\,\Gamma h}{k\epsilon_0^2}=12\,g\,\ell^3,
\label{eq:estimate}
\end{equation}
where the last form uses $h/k=\ell^2/E'$ and $G_0=E'\epsilon_0^2\ell$. This is already the cube-root law. The full calculation shows when it holds, how large its error is, and what happens when $g$ is not small.

\section{Energy of one segment}

Take a segment $-L/2<x<L/2$ between neighbouring cracks. Its elastic energy is
\begin{equation}
\mathcal E[u]=\frac12\int_{-L/2}^{L/2}\left[A(\epsilon_0+u')^2+ku^2\right]dx .
\label{eq:functional}
\end{equation}
This assumes that the stress is uniform through the film thickness, that the layer responds locally, and that nothing debonds. The first two assumptions require both $L$ and $\ell$ to be much larger than $h$ and $t$. The model also lets each crack open freely down to the interface, so the layer must give way locally at the crack tip.

Vary $u$ by $\eta(x)$ and integrate the term in $\eta'$ by parts:
\begin{equation}
\delta\mathcal E=\Big[A(\epsilon_0+u')\eta\Big]_{-L/2}^{L/2}
+\int_{-L/2}^{L/2}(-Au''+ku)\,\eta\,dx .
\end{equation}
Since $\eta$ is arbitrary inside and at the ends,
\begin{equation}
\ell^2u''=u,\qquad u'(\pm L/2)=-\epsilon_0 .
\end{equation}
The end conditions state that the crack faces are free of stress. The energy is a sum of squares, so this stationary state is its minimum.

The general solution is $u=a\sinh(x/\ell)+b\cosh(x/\ell)$. Subtracting the two end conditions gives $2(b/\ell)\sinh(L/2\ell)=0$, hence $b=0$. With
\begin{equation}
s=\frac{L}{2\ell},
\end{equation}
either end condition then gives $a=-\epsilon_0\ell/\cosh s$, so that
\begin{equation}
u=-\epsilon_0\ell\,\frac{\sinh(x/\ell)}{\cosh s},\qquad
\sigma=E'(\epsilon_0+u')=\sigma_0\left[1-\frac{\cosh(x/\ell)}{\cosh s}\right].
\end{equation}
The stress is zero at the cracks and largest midway between them.

To find the energy, expand the square in \eqref{eq:functional}:
\begin{equation}
\mathcal E=\tfrac12A\epsilon_0^2L+A\epsilon_0[u]
+\tfrac12\int_{-L/2}^{L/2}(Au'^2+ku^2)\,dx,
\end{equation}
where $[u]=u(L/2)-u(-L/2)$. In the last integral use $Au'^2=(Auu')'-Auu''$. Since $Au''=ku$, the bulk terms cancel and $\tfrac12[Auu']=-\tfrac12A\epsilon_0[u]$ remains. Therefore
\begin{equation}
\mathcal E=\tfrac12A\epsilon_0^2L+\tfrac12A\epsilon_0[u].
\label{eq:work}
\end{equation}
The solution gives $[u]=-2\epsilon_0\ell\tanh s$, and so
\begin{equation}
\mathcal E=\frac{\sigma_0^2h}{2E'}L-G_0h\tanh s .
\label{eq:segment}
\end{equation}

There is one crack per segment. Each crack thus releases $G_0\tanh s$ per unit crack area. For $L\gg\ell$ this tends to $G_0$, which identifies $G_0$ as the release of an isolated crack. At smaller spacing the relaxed zones overlap and each crack releases less.

\section{The optimum spacing}

Divide the total energy of a period, $\mathcal E+\Gamma h$, by the uncracked energy $\sigma_0^2hL/(2E')=G_0hs$:
\begin{equation}
w(s)=\frac{g+s-\tanh s}{s}=1+\frac{g-\tanh s}{s}.
\label{eq:w}
\end{equation}
The uncracked energy per unit length does not depend on $L$, so minimising $w$ minimises the total energy per unit film length. The quotient rule gives
\begin{equation}
w'(s)=\frac{-s\,\mathrm{sech}^2s-(g-\tanh s)}{s^2}=\frac{F(s)-g}{s^2},
\qquad F(s)=\tanh s-s\,\mathrm{sech}^2s .
\end{equation}
In the derivative of $F$ the two terms $\mathrm{sech}^2s$ cancel:
\begin{equation}
F'(s)=2s\,\mathrm{sech}^2s\,\tanh s>0\qquad(s>0).
\label{eq:Fprime}
\end{equation}
$F$ rises steadily from $0$ at $s=0$ to $1$ as $s\to\infty$. For $0<g<1$ there is one root of
\begin{equation}
\tanh s-s\,\mathrm{sech}^2s=g .
\label{eq:full}
\end{equation}
The energy falls before this root and rises after it, so the root is the global minimum. For $g\ge1$, $w'$ is negative at every finite $s$ and $w$ falls towards its uncracked value $1$. No finite spacing then beats the intact film.

Substituting $g-\tanh s=-s\,\mathrm{sech}^2s$ into \eqref{eq:w} gives the energy at the optimum,
\begin{equation}
w_{\min}=1-\mathrm{sech}^2s=\tanh^2s .
\label{eq:wmin}
\end{equation}

\subsection*{Toughness far below $G_0$}

When $g\to0$ the root moves to small $s$. There
\begin{align}
\tanh s&=s-\tfrac13s^3+\tfrac2{15}s^5-\dots,\\
s\,\mathrm{sech}^2s&=s-s^3+\tfrac23s^5-\dots,
\end{align}
the second line being $s$ times the derivative of the first. The linear terms cancel, which is why a cube root appears:
\begin{equation}
F(s)=\tfrac23s^3-\tfrac8{15}s^5+\dots
\end{equation}
To leading order $\tfrac23s^3=g$. Hence $s=s_0$ with $s_0=(3g/2)^{1/3}$, and
\begin{equation}
\boxed{\,L\simeq2\ell\left(\frac{3\Gamma}{2G_0}\right)^{1/3}\,}
\qquad(\Gamma\ll G_0).
\label{eq:law}
\end{equation}
Its cube is $12g\ell^3$, in agreement with \eqref{eq:estimate}.

For the first correction, multiply $F=g$ by $3/2$ to get $s^3(1-\tfrac45s^2)=s_0^3$, and insert $s=s_0(1+\alpha s_0^2)$. The terms of relative order $s_0^2$ give $3\alpha-\tfrac45=0$, so
\begin{equation}
L=2\ell s_0\left[1+\tfrac4{15}s_0^2+O(s_0^4)\right].
\label{eq:corr}
\end{equation}
The sign of the error is the same for every $g$ below 1. Since $\tanh s<s$ and $\mathrm{sech}^2s<1$, equation \eqref{eq:Fprime} gives $F'<2s^2$ and hence $F<\tfrac23s^3$. The true root therefore lies above $s_0$, and the law underestimates the optimum spacing.

Direct numerical minimisation of \eqref{eq:functional} with finite elements, followed by minimisation over $L$, gives the following values.
\begin{center}
\begin{tabular}{cccc}
$g$ & $s$ at minimum & $s_0$ & ratio\\
0.5 & 1.254 & 0.909 & 1.380\\
0.1 & 0.577 & 0.531 & 1.087\\
0.01 & 0.2507 & 0.2466 & 1.017\\
0.001 & 0.1149 & 0.1145 & 1.004
\end{tabular}
\end{center}
At $g=0.01$ equation \eqref{eq:corr} predicts a ratio of $1.016$. At $g=0.5$ the cube-root law is no longer useful.

To leading order the crack energy contributes $g/s=\tfrac23s_0^2$ to $w_{\min}$, and the elastic energy contributes $1-\tanh s/s=\tfrac13s_0^2$. The cracks hold two thirds of the small energy that remains.

\subsection*{Toughness just below $G_0$}

At the other end $s$ is large, with $\tanh s\simeq1-2e^{-2s}$ and $\mathrm{sech}^2s\simeq4e^{-2s}$. Condition \eqref{eq:full} becomes
\begin{equation}
1-g\simeq(4s+2)\,e^{-2s}.
\end{equation}
The spacing thus grows without limit as $g\to1$, but only logarithmically in $1/(1-g)$. Cracks further apart than a few $\ell$ hardly interact.

\section{What the optimum means, and what it does not}

Let $N$ equally spaced cracks share a long film of length $\Lambda$, so that $s=\Lambda/(2\ell N)$ and $ds/dN=-s/N$. Their total release per unit film thickness is $R=NG_0\tanh s$, and
\begin{equation}
\frac{dR}{dN}=G_0\left(\tanh s-s\,\mathrm{sech}^2s\right)=G_0F(s).
\end{equation}
Condition \eqref{eq:full} says that adding one crack, while all the others move to keep equal spacing, releases just its own cost $\Gamma$. The release per existing crack is larger, $G_0\tanh s=\Gamma+G_0s\,\mathrm{sech}^2s$. Setting that quantity equal to $\Gamma$ would give the spacing at which cracking merely breaks even with the intact film, not the optimum.

Equal spacing is itself the best arrangement. For segments of half-lengths $s_i\ell$ the total release is proportional to $\sum_i\tanh s_i$. Since $\tanh$ is concave for positive argument, this sum, at fixed total length and fixed number of segments, is largest when all $s_i$ are equal.

Real cracks do not move once formed. Suppose instead that new cracks appear one at a time in existing segments. By the same concavity, the midpoint is the most favourable place. Splitting a segment there releases, per unit crack area,
\begin{equation}
G_0\left(2\tanh\frac s2-\tanh s\right)=G_0\,\frac{2T^3}{1+T^2},
\qquad T=\tanh\frac s2,
\end{equation}
where $\tanh s=2T/(1+T^2)$ was used. This increases with $s$ and is close to $G_0s^3/4$ for small $s$. Halving therefore stops paying below
\begin{equation}
s_c\simeq(4g)^{1/3},\qquad \frac{s_c}{s_0}=\left(\frac83\right)^{1/3}\simeq1.39 .
\end{equation}
If every segment longer than this limit splits at its midpoint, and the first segments were all longer, the final spacings lie between about $0.69$ and $1.39$ times the optimum. The cube-root scaling survives, while the prefactor depends on the history. A release larger than $\Gamma$ is necessary for a new crack but not sufficient, because the crack must also start from a flaw.

\section{Worked example: a brittle film on an elastomer}

Take rough values for a silicon-nitride-like film on a silicone elastomer bonded to a rigid wafer: $h=100$ nm, $E'=200$ GPa, $\sigma_0=500$ MPa, $t=1\ \mu$m, $\mu=1$ MPa and $\Gamma=5$ J/m$^2$. Then $\epsilon_0=500/200000=0.0025$ and $k=\mu/t=10^{12}$ Pa/m. The derived scales are
\begin{align}
\ell&=\sqrt{\frac{(2\times10^{11}\,\mathrm{Pa})(10^{-7}\,\mathrm m)}{10^{12}\,\mathrm{Pa/m}}}=141\ \mu\mathrm m,\\
G_0&=\frac{(5\times10^8\,\mathrm{Pa})^2(1.414\times10^{-4}\,\mathrm m)}{2\times10^{11}\,\mathrm{Pa}}=177\ \mathrm{J/m^2}.
\end{align}
Thus $g=5/176.8=0.0283$ and $s_0=(1.5\times0.0283)^{1/3}=0.349$. The law gives
\begin{equation}
L=2(141.4\ \mu\mathrm m)(0.349)\simeq99\ \mu\mathrm m\simeq0.10\ \mathrm{mm}.
\end{equation}
The full condition \eqref{eq:full} gives $s=0.361$ and $L=102\ \mu$m, so the law is low by about 3\%. The first correction removes nearly all of this difference.

At the optimum each existing crack releases $61$ J/m$^2$, twelve times $\Gamma$. The total energy is 12\% of the uncracked energy: 7.8\% in the cracks and 4.1\% elastic, close to the two-to-one division. The largest stress left in the film is $\sigma_0(1-1/\cosh s)\simeq31$ MPa. Each crack opens by $2\epsilon_0\ell\tanh s\simeq245$ nm. Half of this, divided by $t$, gives a shear strain of $0.12$ at the crack edge, averaged through the layer thickness. Just under the film the strain is far larger: linear elasticity gives about $1.6$ at a distance $h$ from the crack. The elastomer there must respond nonlinearly, tear or debond, which the model leaves out.

\section{Neglected effects and the real case}

\subsection*{Debonding}

Suppose the film peels from the layer at a crack edge. The peeled strip carries no stress, so the bonded part acts as a shorter segment. The energy released per unit debonded area is, from \eqref{eq:segment},
\begin{equation}
\frac{d\mathcal E}{dL}=\frac{\sigma_0^2h}{2E'}-\frac{G_0h}{2\ell}\,\mathrm{sech}^2s
=\frac{\sigma_0^2h}{2E'}\tanh^2s ,
\end{equation}
because $G_0h/(2\ell)=\sigma_0^2h/(2E')$. This is $7.5$ mJ/m$^2$ at the optimum. Beside an isolated crack, however, $\tanh s\to1$ and the rate is $62.5$ mJ/m$^2$. An interface weaker than the larger value lets the first cracks peel over long distances.

Both values hold only for peeled lengths well above $t$. A short peel releases more. If the film peels by $a\ll t$ on one side of a crack of opening $\delta$, linear elasticity gives about $\mu\delta^2/(\pi a)$. If both sides peel by $a$, each edge releases half of this. For an isolated crack $\delta=2\epsilon_0\ell\simeq0.71\ \mu$m, so the two values at $a=h$ are about $1.6$ and $0.8$ J/m$^2$. Some peeling or tearing close to the crack edge is therefore likely even when long peeling is prevented.

\subsection*{Strain pattern in the layer}

The local spring $k$ fails near a crack, where the displacement varies over distances shorter than $t$. To size this, replace $k$ by a stiffness $K(q)$ at wavenumber $q$. Let the film open by $\delta$ at each crack. With $q_n=2\pi n/L$, its strain change $e$ and displacement obey
\begin{equation}
iq_nu_n=e_n+\frac{\delta}{L},\qquad iq_nAe_n=K(q_n)u_n .
\end{equation}
The first relation separates the crack openings from the elastic strain; the second is force balance. Eliminating $u_n$ gives $e_n=-(\delta/L)/(1+Aq_n^2/K)$. Zero stress at the crack requires $\epsilon_0+\sum_ne_n=0$, so
\begin{equation}
\delta=\frac{\epsilon_0L}{S},\qquad S=1+2\sum_{n\ge1}\frac{K(q_n)}{K(q_n)+Aq_n^2}.
\end{equation}
Equation \eqref{eq:work} still holds for such a layer. By linearity, the energy stored other than in stretching the film is half the work of the shear traction, so force balance cancels the bulk terms as before. With $[u]=-\delta$ the release per crack is $\tfrac12\sigma_0h\delta$. The energy to minimise is therefore $\Gamma h/L-\sigma_0\epsilon_0h/(2S)$ per unit length.

For an incompressible layer let the displacements be $U\sin qx$ and $W\cos qx$, and the shear and normal stresses $\tau\sin qx$ and $p\cos qx$. With primes for derivatives in height, incompressibility, the shear law and equilibrium give
\begin{equation}
\begin{aligned}
W'&=-qU, & U'&=\tau/\mu+qW,\\
\tau'&=q(p+4\mu qU), & p'&=-q\tau .
\end{aligned}
\end{equation}
The base has $U=W=0$, and $K=\tau/U$ at the top. The film is taken once as free to lift, $p=0$, and once as resisting by bending and by its full initial tension, $p=-(E'h^3q^4/12+\sigma_0hq^2)W$. The excess $K-k$ is multiplied by $e^{-qh}$, which spreads the edge concentration over the film thickness. Some such cutoff is needed: since $K\simeq2\mu q$ at large $q$, the terms of $S$ fall only as $1/n$ and the unsmoothed sum diverges logarithmically.

The optimum becomes $99\ \mu$m in the first case and $98\ \mu$m in the second, shifts of $-2.6$\% and $-3.6$\% from the full shear-lag value. These are estimates of size, since the smoothing is a choice: varying its length from $h/4$ to $4h$ moves the shifts between about $-1.4$\% and $-5.0$\%. This range is not a bound. The shift keeps growing by about 1\% for each factor $e$ by which the length is shortened, and reaches $-9$ to $-10$\% at $h/1000$. The smoothing stands for the layer yielding or tearing within about $h$ of the crack edge while staying linear and bonded beyond. A layer that stayed linear and bonded right up to the tip would hold the crack shut at the interface and resist the opening much more strongly; a rough estimate then puts the optimum near $40\ \mu$m and the release of an isolated crack near $50$ J/m$^2$. The large strains found near the edge make that limit unrealistic for an elastomer. The cubic law itself needs $L\gg t$; here $L/t\simeq102$. If $g$ is lowered at fixed $\ell$ and $t$, the spacing eventually becomes comparable with $t$ and the law fails.

\subsection*{Comparison with a real film}

The modulus, toughness and elastomer stiffness are of the usual order for such materials. The film stress is high, and an elastomer layer of $1\ \mu$m is thin. Since $G_0$ is about 35 times $\Gamma$, such a film stays whole only while no flaw starts a crack. Whether it can be made on an elastomer at this stress is left open, so the example shows the scales involved and does not describe a tested film. The large $G_0$ comes from the soft layer: the stress relaxes over $\ell\simeq1400\,h$. For the same film and stress on a stiff support, where relaxation extends over a distance of order $h$, the release would be of order $\sigma_0^2h/E'\simeq0.1$ J/m$^2$, far below $\Gamma$.

Real cracks also cannot rearrange freely, as the optimum assumes. For these numbers halving stops at $142\ \mu$m, so repeated splitting at midpoints gives spacings from about $71$ to $142\ \mu$m, that is, from 30\% below to 40\% above the optimum. This spread outweighs both the error of the cube-root law and the estimated layer correction. Cracks that start from flaws away from the midpoints can leave still shorter segments. A film stretched in both directions may also form a second family of cracks, which this one-dimensional model does not describe.

Written in material parameters, the law is
\begin{equation}
L\simeq\left(\frac{12\,\Gamma E'^2ht}{\mu\sigma_0^2}\right)^{1/3}.
\end{equation}
With the other parameters fixed, doubling the uncertain toughness raises $L$ by a factor $2^{1/3}\simeq1.26$. This holds while $\Gamma\ll G_0$, $L\gg h,t$, the film stays bonded away from the crack edges, and the layer gives way enough at the edges for the cracks to open freely. The numerical output lists the main values of the worked example.

\section*{Numbers as computed}
\begin{verbatim}
Optimum half-spacing s = L/(2 ell), dimensionless
g =  0.5000: energy minimum 1.25376, law 0.90856, ratio 1.37994
g =  0.1000: energy minimum 0.57748, law 0.53133, ratio 1.08685
g =  0.0100: energy minimum 0.25074, law 0.24662, ratio 1.01669
g =  0.0010: energy minimum 0.11487, law 0.11447, ratio 1.00352
g =  0.0001: energy minimum 0.05317, law 0.05313, ratio 1.00075
Example inputs (rough typical values)
film thickness h = 100 nm
film plane-strain modulus E' = 200 GPa
initial film stress sigma0 = 500 MPa
layer thickness t = 1.0 um
layer shear modulus mu = 1.0 MPa
toughness Gamma = 5.0 J/m2
Example results
initial strain eps0 = 0.00250
foundation stiffness k = 1.000 MPa/um
shear-lag length ell = 141.42 um
isolated-crack release G0 = 176.78 J/m2
g = Gamma/G0 = 0.02828
s from law = 0.3488, from full condition = 0.3608
spacing from law = 98.65 um = 0.0986 mm
spacing from full condition = 102.04 um
law with first correction = 101.85 um
release per existing crack at optimum = 61.15 J/m2
total energy / uncracked energy = 0.1196
crack part = 0.0784, elastic part = 0.0412
largest remaining film stress = 30.86 MPa
crack opening = 244.6 nm
layer shear strain at crack edge = 0.1223
Neglected effects
L/h = 1020, L/t = 102.0
halving stops below L = 142.45 um
smallest spacing after halving = 71.23 um
debond release rate at crack edge = 7.477 mJ/m2
uncracked film energy per area = 62.50 mJ/m2
2D layer, film free to lift: L = 99.38 um, shift -2.6 %
2D layer, film resists lifting: L = 98.32 um, shift -3.6 %
\end{verbatim}
